# Average efficiency of a class-B amplifier with a Rayleigh envelope: a program that tests the result

```python
"""
Result under test: an ideal class-B amplifier driven by a Rayleigh envelope has
    average efficiency = <P_out>/<P_dc> = (sqrt(pi)/2) * sqrt(s),
about 28 percent at s = 0.1 (10 dB back-off), rare clipping neglected.
r : envelope amplitude divided by its full value (r = 1 at peak envelope power)
s : mean of r^2, the average power divided by the peak envelope power
The drain current is a half-wave rectified cosine; harmonics are shorted.
Device parameters are rough typical values for a gallium nitride transistor.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.special import erf, erfc

# Inputs
supply_v = 50.0
peak_current = 8.0
backoff_db = 10.0
knee_cold = 5.0            # V at 25 C
quiescent = 0.2            # A
network_loss_db = 0.3
gain_db = 15.0
leakage = 1.0e-3           # A
breakdown_v = 150.0
thermal_resistance = 2.0   # K/W
base_temp = 80.0           # C
resistance_exponent = 1.8  # on-resistance grows as T^exponent

s = 10 ** (-backoff_db / 10)
load = 2 * supply_v / peak_current
peak_out = supply_v * peak_current / 4
peak_dc = supply_v * peak_current / np.pi


def efficiency(mean_square):
    return np.sqrt(np.pi * mean_square) / 2


def clipping_factor(mean_square):
    return -np.expm1(-1 / mean_square) / erf(1 / np.sqrt(mean_square))


# Carrier-cycle quantities from sampled waveforms
n_theta = 4000
theta = 2 * np.pi * (np.arange(n_theta) + 0.5) / n_theta
cosine = np.cos(theta)


def sampled_stage(r):
    current = r * peak_current * np.maximum(cosine, 0)
    fundamental = 2 * np.mean(current * cosine)
    voltage = supply_v - load * fundamental * cosine
    p_out = load * fundamental**2 / 2
    p_dc = supply_v * np.mean(current)
    p_loss = np.mean(voltage * current)
    return p_out, p_dc, p_loss, voltage.min(), voltage.max()


for r in (0.2, 0.55, 1.0):
    p_out, p_dc, p_loss, v_min, v_max = sampled_stage(r)
    assert abs(p_out / (peak_out * r**2) - 1) < 1e-5
    assert abs(p_dc / (peak_dc * r) - 1) < 1e-5
    assert abs(p_out / p_dc - np.pi * r / 4) < 1e-5
    assert abs(p_dc - p_out - p_loss) < 1e-8
    assert v_min > -1e-6
peak_drain_v = v_max

# Envelope statistics from two Gaussian quadratures in Cartesian form
sigma = np.sqrt(s / 2)


def gauss(x):
    return np.exp(-x**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))


reach = 8 * sigma
mean_r_numeric = 4 * dblquad(
    lambda y, x: np.hypot(x, y) * gauss(x) * gauss(y),
    0, reach, 0, reach, epsabs=1e-9, epsrel=1e-9)[0]
mean_r = np.sqrt(np.pi * s) / 2
assert abs(mean_r_numeric / mean_r - 1) < 1e-6

inside = quad(lambda x: 2 * gauss(x) * erfc(
    np.sqrt(max(0.0, 1 - x**2)) / (sigma * np.sqrt(2))),
    0, 1, epsabs=1e-13, epsrel=1e-9, limit=200)[0]
clip_numeric = inside + erfc(1 / (sigma * np.sqrt(2)))
clip_probability = np.exp(-1 / s)
assert abs(clip_numeric / clip_probability - 1) < 1e-5


# Efficiency with an ideal envelope limiter, by quadrature
def limited_efficiency(mean_square):
    def moment(power):
        def integrand(r):
            density = 2 * r / mean_square * np.exp(-r**2 / mean_square)
            return min(r, 1.0)**power * density
        low = quad(integrand, 0, 1, epsabs=1e-13, epsrel=1e-11)[0]
        high = quad(integrand, 1, 8, epsabs=1e-13, epsrel=1e-11)[0]
        return low + high
    return np.pi / 4 * moment(2) / moment(1)


s_6db = 10 ** (-0.6)
for value in (s, s_6db):
    predicted = efficiency(value) * clipping_factor(value)
    assert abs(limited_efficiency(value) / predicted - 1) < 1e-8

# Multicarrier signal through the sampled amplifier, with limiting at r = 1
rng = np.random.default_rng(7)
carriers, symbols = 256, 4000
levels = np.linspace(0, 1, 201)
table = np.array([sampled_stage(r)[:3] for r in levels])
phases = np.pi / 4 + np.pi / 2 * rng.integers(0, 4, (symbols, carriers))
signal = np.fft.ifft(np.exp(1j * phases), axis=1) * np.sqrt(carriers * s)
envelope = np.abs(signal).ravel()
sim_out, sim_dc, sim_loss = [
    np.mean(np.interp(envelope, levels, table[:, k])) for k in range(3)]
sim_eff = sim_out / sim_dc
eta = efficiency(s)
mean_out = s * peak_out
mean_dc = mean_out / eta
mean_loss = mean_dc - mean_out
# Tolerance covers sampling noise (about 0.1 percent) and finite carriers
assert abs(sim_eff / eta - 1) < 4e-3
assert abs(sim_loss / mean_loss - 1) < 6e-3
sim_mean_of_eff = np.mean(np.pi / 4 * np.minimum(envelope, 1))
mean_of_eff = np.pi / 4 * mean_r
assert abs(sim_mean_of_eff / mean_of_eff - 1) < 4e-3
out_c, dc_c = sampled_stage(np.sqrt(s))[:2]
constant_eff = out_c / dc_c
assert abs(eta / constant_eff - 2 / np.sqrt(np.pi)) < 1e-5
assert abs(eta - 0.28) < 0.005


# Supply current with a quiescent bias, drive corrected for linear output
def mean_supply_current(bias):
    drive = np.linspace(0, peak_current, 801)
    wave = np.maximum(bias + drive[:, None] * cosine[None, :], 0)
    dc = wave.mean(axis=1)
    fundamental = 2 * (wave @ cosine) / n_theta
    r = (np.arange(20000) + 0.5) / 20000
    weight = 2 * r / s * np.exp(-r**2 / s) / r.size
    full = peak_current / 2
    body = np.sum(weight * np.interp(r * full, fundamental, dc))
    return body + clip_probability * np.interp(full, fundamental, dc)


ideal_current = mean_dc / supply_v
assert abs(mean_supply_current(0.0) / ideal_current - 1) < 1e-4
biased_current = mean_supply_current(quiescent)
assert biased_current > ideal_current
bias_factor = ideal_current / biased_current

# Knee voltage in the self-heated channel; load refitted to the voltage swing
knee_hot = knee_cold
for _ in range(100):
    heat = supply_v * biased_current - mean_out * (1 - knee_hot / supply_v)
    channel_temp = base_temp + thermal_resistance * heat
    kelvin_ratio = ((channel_temp + constants.zero_Celsius)
                    / (25 + constants.zero_Celsius))
    previous, knee_hot = knee_hot, knee_cold * kelvin_ratio**resistance_exponent
assert abs(knee_hot - previous) < 1e-9
cold_factor = 1 - knee_cold / supply_v
hot_factor = 1 - knee_hot / supply_v
network_factor = 10 ** (-network_loss_db / 10)
combined = eta * hot_factor * bias_factor * network_factor
drive_factor = 1 - 10 ** (-gain_db / 10)
s_7db = 2 * s

print(f"Supply voltage: {supply_v:.0f} V")
print(f"Peak drain current: {peak_current:.0f} A")
print(f"Load resistance: {load:.1f} ohm")
print(f"Back-off: {backoff_db:.0f} dB; mean square envelope s = {s:.3f}")
print(f"Peak envelope power: {peak_out:.1f} W")
print(f"Supply power at peak: {peak_dc:.1f} W")
print(f"Efficiency at peak: {100 * peak_out / peak_dc:.1f} %")
print(f"Rms envelope: {np.sqrt(s):.4f}; mean envelope: {mean_r:.4f}")
print(f"Average output power: {mean_out:.2f} W")
print(f"Average supply current: {ideal_current:.4f} A")
print(f"Average supply power: {mean_dc:.2f} W")
print(f"Average dissipation: {mean_loss:.2f} W")
print(f"AVERAGE EFFICIENCY (formula): {100 * eta:.2f} %")
print(f"Average efficiency (multicarrier signal): {100 * sim_eff:.2f} %")
print(f"Dissipation (multicarrier signal): {sim_loss:.2f} W")
print(f"Time average of instantaneous efficiency: {100 * mean_of_eff:.2f} %")
print(f"Constant envelope, same mean power: {100 * constant_eff:.2f} %")
print(f"Rayleigh/constant efficiency ratio: {eta / constant_eff:.4f}")
print(f"Clipping probability at 10 dB: {clip_probability:.3e}")
print(f"Relative efficiency change by clipping, 10 dB: "
      f"{clipping_factor(s) - 1:.3e}")
print(f"Efficiency formula at 6 dB: {100 * efficiency(s_6db):.2f} %")
print(f"Efficiency with limiter at 6 dB: "
      f"{100 * limited_efficiency(s_6db):.2f} %")
print(f"Clipping probability at 6 dB: {100 * np.exp(-1 / s_6db):.2f} %")
print(f"If peak means instantaneous carrier peak: back-off "
      f"{-10 * np.log10(s_7db):.2f} dB, efficiency "
      f"{100 * efficiency(s_7db):.1f} %")
print("Neglected effects, rough gallium nitride values:")
print(f"Knee voltage at 25 C: {knee_cold:.1f} V; factor {cold_factor:.3f}")
print(f"Thermal resistance: {thermal_resistance:.1f} K/W; "
      f"base: {base_temp:.0f} C")
print(f"On-resistance temperature exponent: {resistance_exponent:.1f}")
print(f"Dissipation with knee and bias: {heat:.1f} W")
print(f"Channel temperature: {channel_temp:.0f} C")
print(f"Hot knee voltage: {knee_hot:.2f} V; factor {hot_factor:.3f}")
print(f"Quiescent current: {quiescent:.2f} A; average supply current "
      f"{biased_current:.4f} A; factor {bias_factor:.3f}")
print(f"Network loss: {network_loss_db:.1f} dB; factor {network_factor:.3f}")
print(f"Combined drain efficiency estimate: {100 * combined:.1f} %")
print(f"Gain: {gain_db:.0f} dB; drive-power factor {drive_factor:.3f}")
print(f"Combined power-added efficiency: {100 * combined * drive_factor:.1f} %")
print(f"Leakage current: {1e3 * leakage:.1f} mA; share of supply power "
      f"{100 * leakage * supply_v / mean_dc:.2f} %")
print(f"Peak drain voltage: {peak_drain_v:.0f} V; "
      f"breakdown voltage: {breakdown_v:.0f} V")
print("tests ok")
```

Output:

```
Supply voltage: 50 V
Peak drain current: 8 A
Load resistance: 12.5 ohm
Back-off: 10 dB; mean square envelope s = 0.100
Peak envelope power: 100.0 W
Supply power at peak: 127.3 W
Efficiency at peak: 78.5 %
Rms envelope: 0.3162; mean envelope: 0.2802
Average output power: 10.00 W
Average supply current: 0.7136 A
Average supply power: 35.68 W
Average dissipation: 25.68 W
AVERAGE EFFICIENCY (formula): 28.02 %
Average efficiency (multicarrier signal): 28.01 %
Dissipation (multicarrier signal): 25.70 W
Time average of instantaneous efficiency: 22.01 %
Constant envelope, same mean power: 24.84 %
Rayleigh/constant efficiency ratio: 1.1284
Clipping probability at 10 dB: 4.540e-05
Relative efficiency change by clipping, 10 dB: -3.766e-05
Efficiency formula at 6 dB: 44.42 %
Efficiency with limiter at 6 dB: 43.80 %
Clipping probability at 6 dB: 1.87 %
If peak means instantaneous carrier peak: back-off 6.99 dB, efficiency 39.6 %
Neglected effects, rough gallium nitride values:
Knee voltage at 25 C: 5.0 V; factor 0.900
Thermal resistance: 2.0 K/W; base: 80 C
On-resistance temperature exponent: 1.8
Dissipation with knee and bias: 28.8 W
Channel temperature: 138 C
Hot knee voltage: 8.90 V; factor 0.822
Quiescent current: 0.20 A; average supply current 0.7404 A; factor 0.964
Network loss: 0.3 dB; factor 0.933
Combined drain efficiency estimate: 20.7 %
Gain: 15 dB; drive-power factor 0.968
Combined power-added efficiency: 20.1 %
Leakage current: 1.0 mA; share of supply power 0.14 %
Peak drain voltage: 100 V; breakdown voltage: 150 V
tests ok
```
